# Limiting acid yield from two generator densities in an EUV resist

## Problem

In a chemically amplified resist, an absorbed extreme-ultraviolet (EUV) photon releases electrons, and an electron captured by an acid generator can turn it into an acid. Two films differ only in their generator density $n$. At low dose they give

$$
Y_1=1.5\ \text{at}\ n_1=0.1\ \mathrm{nm^{-3}},\qquad
Y_2=2.0\ \text{at}\ n_2=0.2\ \mathrm{nm^{-3}},
$$

where $Y$ is the mean number of acids made per absorbed photon, counted before any base in the resist neutralises them.

Assume simple competitive capture:

- The mean number $\nu$ of electrons per photon does not depend on $n$.
- Each electron ends either on a generator, at the rate $kn$, or in some other sink, at the rate $s$. Both $k$ and $s$ are constant in time and independent of $n$.
- A capture by a generator gives $q$ acids on average, and there is no other source of acid.
- The dose is so low that the generator density stays at its initial value.

(a) What yield does this model approach when generators win every electron, and at what density is half of it reached? (b) How do errors in the two yields affect the answer? (c) How far does the answer move when the assumptions are relaxed?

Lengths are in nm and densities in $\mathrm{nm^{-3}}$.

## Estimate by scaling

When generators are scarce, each acts independently and $Y\propto n$. When they are plentiful, nearly every electron is already captured and $Y$ hardly depends on $n$. The logarithmic slope $\gamma=d\ln Y/d\ln n$ therefore falls from 1 to 0 as the captured fraction rises from 0 to 1. The simplest interpolation sets the captured fraction equal to $1-\gamma$.

Between the two films the mean slope is

$$
\gamma\approx\frac{\ln(Y_2/Y_1)}{\ln(n_2/n_1)}
=\frac{\ln(4/3)}{\ln 2}=0.415 .
$$

This slope belongs to the middle of the interval on a logarithmic scale, where the density is $\sqrt{n_1n_2}=0.141\ \mathrm{nm^{-3}}$. The yield there is roughly $\sqrt{Y_1Y_2}=\sqrt3=1.732$. If this is a fraction $1-0.415=0.585$ of the limit, then

$$
Y_{\lim}\approx\frac{1.732}{0.585}=2.96 .
$$

So about three fifths of the electrons are captured by generators at the middle density, and the limit is close to three acids per photon.

## Exact solution

### The yield law

Let $S(t)$ be the probability that an electron is still free at time $t$ after its release. Two independent processes remove it, so their rates add:

$$
\frac{dS}{dt}=-(kn+s)S,\qquad S(0)=1,\qquad S(t)=e^{-(kn+s)t}.
$$

The probability of capture by a generator between $t$ and $t+dt$ is $kn\,S(t)\,dt$. Summed over all times, it is

$$
P=\int_0^\infty kn\,e^{-(kn+s)t}\,dt=\frac{kn}{kn+s}.
$$

A photon gives $\nu$ electrons on average, and each capture gives $q$ acids. With $Y_{\lim}=\nu q$ and $h=s/k$, division of numerator and denominator by $k$ gives

$$
Y(n)=Y_{\lim}\frac{n}{n+h}. \tag{1}
$$

At $n=h$ the two rates are equal and the yield is half its limit. For $n\ll h$ it is $Y_{\lim}n/h$, and for $n\gg h$ it approaches $Y_{\lim}$. The limit is the product $\nu q$; the data cannot separate the two factors.

### Solving for the limit

The reciprocal of equation (1) is a straight line in $1/n$:

$$
\frac1Y=\frac{n+h}{Y_{\lim}n}=\frac1{Y_{\lim}}+\frac{h}{Y_{\lim}}\frac1n. \tag{2}
$$

To eliminate $h$, multiply by $n$, which gives $n/Y=(n+h)/Y_{\lim}$, and subtract this relation for film 1 from that for film 2:

$$
\frac{n_2}{Y_2}-\frac{n_1}{Y_1}=\frac{n_2-n_1}{Y_{\lim}}.
$$

Hence

$$
\frac1{Y_{\lim}}=\frac{n_2/Y_2-n_1/Y_1}{n_2-n_1}
=\frac{0.1000-0.0667}{0.1}=\frac13 . \tag{3}
$$

The limiting yield is 3 acids per absorbed photon. Equation (1) for film 1 then gives

$$
h=n_1\left(\frac{Y_{\lim}}{Y_1}-1\right)=0.1\,(2-1)=0.1\ \mathrm{nm^{-3}} .
$$

Both data are recovered: $3\times0.1/0.2=1.5$ and $3\times0.2/0.3=2.0$. The captured fractions are $1/2$ and $2/3$.

The law can also be checked by playing out the race. Take three electrons per photon and one acid per capture, draw random capture and loss times with $h=0.1\ \mathrm{nm^{-3}}$, and let the earlier event win. The mean yields over 400,000 photons were 1.500 and 1.999 at the two densities.

### Propagation of errors

Write $x=1/Y_{\lim}$, so that $d\ln Y_{\lim}=-dx/x=-Y_{\lim}\,dx$. Since $d(1/Y)=-(1/Y)\,d\ln Y$, equation (3) gives

$$
dx=\frac{1}{n_2-n_1}\left(\frac{n_1}{Y_1}d\ln Y_1-\frac{n_2}{Y_2}d\ln Y_2\right).
$$

Multiply by $-Y_{\lim}$ and use $Y_{\lim}n_i/Y_i=n_i+h$:

$$
d\ln Y_{\lim}=-\frac{n_1+h}{n_2-n_1}\,d\ln Y_1+\frac{n_2+h}{n_2-n_1}\,d\ln Y_2
=-2\,d\ln Y_1+3\,d\ln Y_2 . \tag{4}
$$

The first coefficient is negative because a larger $Y_1$ makes the curve look flatter, hence closer to saturation.

The coefficients add to 1. A common relative error, such as one in the number of absorbed photons, therefore passes to the limit unchanged. Independent errors are amplified. If each yield has a relative standard error of 5%, the limit has, to first order,

$$
5\%\times\sqrt{2^2+3^2}=18\% .
$$

Opposite shifts of 5% show the asymmetry beyond first order. Raising $Y_1$ and lowering $Y_2$ gives 2.39; the reverse gives 3.99.

Equation (4) also shows which densities suit the task. If both are far below $h$ and their ratio is fixed at 2, the coefficients grow as $h/n_1$: two points on the initial straight rise say little about the plateau. If both are far above $h$, again with a ratio of 2, the coefficients tend to $-1$ and $2$. If $n_2$ greatly exceeds both $n_1$ and $h$, they tend to 0 and 1, because the second film then measures the limit almost directly. These statements hold within law (1).

## Comparison of estimate and solution

The estimate of 2.96 lies 1.3% below the exact 3. Its interpolation is in fact a property of the model. From equation (1), $\ln Y=\ln Y_{\lim}+\ln n-\ln(n+h)$, so

$$
\gamma=1-\frac{n}{n+h}=1-P .
$$

What remains is the error of replacing a curve by a chord. At the middle density the exact yield is $3\times0.1414/0.2414=1.757$, whereas the geometric mean of the data is 1.732, which is 1.4% lower. The exact slope there is $0.1/0.2414=0.414$, against 0.415 from the chord. This second error raises the estimate by only 0.1%.

The closeness supports the algebra, not the model, since both routes rest on the same relation between slope and captured fraction. Two data fix two parameters and leave nothing over to test the law.

## How the answer depends on the assumptions

### A different capture law

Suppose instead that an electron makes acid whenever at least one generator lies within a fixed volume $V$ around it. For randomly and independently placed generators, the probability of finding none is $e^{-Vn}$, so

$$
Y=Y_{\lim}\left(1-e^{-Vn}\right).
$$

Let $u=e^{-Vn_1}$. Since $n_2=2n_1$,

$$
\frac{Y_2}{Y_1}=\frac{1-u^2}{1-u}=1+u=\frac43,\qquad u=\frac13,\qquad
Y_{\lim}=\frac{1.5}{1-1/3}=2.25 .
$$

The volume is $V=\ln3/n_1=11.0\ \mathrm{nm^3}$. The same data now imply a limit 25% below 3. The exponential law saturates faster, so less yield remains to be gained above $n_2$.

A third film at $0.4\ \mathrm{nm^{-3}}$ would give 2.40 under competitive capture and 2.22 under the fixed-volume law, a difference of 7% relative to the former. To see whether this can be resolved, note that $1/n$ takes the values 10, 5 and 2.5 $\mathrm{nm^3}$. The line (2) then gives

$$
\frac1{Y_3}=\frac{3}{2Y_2}-\frac{1}{2Y_1},\qquad
d\ln Y_3=1.8\,d\ln Y_2-0.8\,d\ln Y_1 .
$$

Independent errors of 5% make the prediction uncertain by $5\%\times\sqrt{1.8^2+0.8^2}\approx10\%$. A 5% error in the third yield itself raises this to 11%, so the two laws differ by only 0.7 standard errors. A separation by two standard errors needs all three yields to slightly better than 2%.

### Generators of finite size

A generator of volume $v$ cannot be packed beyond $n=1/v$. Common onium salts take up roughly 0.4 to 0.7 $\mathrm{nm^3}$ per ion pair. With $v=0.35\ \mathrm{nm^3}$, a value on the low side, the greatest density is $2.86\ \mathrm{nm^{-3}}$, where equation (1) gives 2.90. The value 3 is thus a formal limit beyond the density of pure generator.

Generators may also displace the other sinks. Let $s=s_0(1-vn)$ and $h_0=s_0/k$, with $\nu$, $q$ and $k$ held fixed. Then

$$
\frac1Y=\frac{n+h_0(1-vn)}{Y_{\lim}n}
=\frac{1-h_0v}{Y_{\lim}}+\frac{h_0}{Y_{\lim}}\frac1n .
$$

This is still a straight line in $1/n$. The data fix its slope, $h_0/Y_{\lim}=1/30\ \mathrm{nm^{-3}}$, and its intercept, $1/3$. Therefore

$$
\frac1{Y_{\lim}}=\frac13+\frac{0.35}{30}=0.345,\qquad Y_{\lim}=2.90 .
$$

Alternatively, keep $s$ constant but let a share $vn$ of the events occur inside generators and make acid directly. Then

$$
Y=Y_{\lim}\left[vn+(1-vn)\frac{n}{n+h}\right]
=Y_{\lim}(1+vh)\frac{n}{n+h} .
$$

The data require $Y_{\lim}(1+vh)=3$ and $h=0.1\ \mathrm{nm^{-3}}$, so $Y_{\lim}=3/1.035=2.90$ again. The agreement has a reason: both versions keep the hyperbolic curve fixed by the data, and both must reach their limit at $n=1/v$. With $v=0.5\ \mathrm{nm^3}$ both give 2.86.

### Depletion during exposure

Let $p$ be the number of photons absorbed per volume and $m$ the remaining generator density. If each acid uses up one generator and the products capture no electrons,

$$
\frac{dm}{dp}=-Y_{\lim}\frac{m}{m+h},\qquad m(0)=n_0 .
$$

Separation gives $(1+h/m)\,dm=-Y_{\lim}\,dp$, and integration gives

$$
m-n_0+h\ln\frac{m}{n_0}=-Y_{\lim}p .
$$

Divide by $h$, collect the terms in $m$ on the left and exponentiate:

$$
\frac mh e^{m/h}=\frac{n_0}{h}\exp\left(\frac{n_0-Y_{\lim}p}{h}\right).
$$

The Lambert function $W$ is defined by $W(z)e^{W(z)}=z$, so

$$
m=h\,W\!\left[\frac{n_0}{h}\exp\left(\frac{n_0-Y_{\lim}p}{h}\right)\right].
$$

At a wavelength of 13.5 nm the photon energy is 91.8 eV. A dose of $1\ \mathrm{mJ/cm^2}$ equals $62.4\ \mathrm{eV/nm^2}$. With a rough absorption coefficient of $5\ \mathrm{\mu m^{-1}}=0.005\ \mathrm{nm^{-1}}$, and with attenuation through the film neglected,

$$
p=\frac{62.4\times0.005}{91.8}=0.0034\ \mathrm{nm^{-3}} .
$$

This dose uses 5.0% and 3.4% of the generators in the two films. Total acid divided by total photons gives 1.481 and 1.989, from which equation (3) would infer 3.03. The low-dose assumption then costs 1%.

At $30\ \mathrm{mJ/cm^2}$ the model uses 89% and 78% of the generators. The average yields fall to 0.87 and 1.53, and equation (3) would return 6.2, twice the true limit of the model; with the attenuation through a 40 nm film included, it returns 5.5. The thinner supply loses more, 42% of its yield against 24%, so the rise between the films looks steeper and saturation seems further away. The size of this error depends on the assumption that the products capture no electrons. Suppose instead that they capture as strongly as fresh generators but make no acid. The total capture rate then stays fixed, so

$$
\frac{dm}{dp}=-Y_{\lim}\frac{m}{n_0+h},\qquad
m=n_0\exp\left(-\frac{Y_{\lim}p}{n_0+h}\right).
$$

The same dose now uses 78% and 64% of the generators, and equation (3) would return 3.4. In either case, the yields put into equation (3) must be initial slopes of acid against absorbed photons.

### Diffusive capture

A constant $k$ supposes that the electron concentration near a generator stays in a fixed proportion to the mean concentration of free electrons. Just after release this need not hold, because the depleted zone around the generator is still forming. If electrons diffuse with coefficient $D$ and are captured at radius $R$, their concentration $c$ around one generator, starting from the uniform value $c_0$, is

$$
c=c_0\left[1-\frac Rr\,\mathrm{erfc}\left(\frac{r-R}{2\sqrt{Dt}}\right)\right].
$$

Here $rc$ obeys the one-dimensional diffusion equation, and $c=0$ at $r=R$. Differentiating the factor $1/r$ and the error function gives, at the surface, $\partial c/\partial r=c_0\,(1/R+1/\sqrt{\pi Dt})$. The inward flow $4\pi R^2D\,\partial c/\partial r$, divided by $c_0$, is the Smoluchowski coefficient

$$
k(t)=4\pi DR\left(1+\frac{R}{\sqrt{\pi Dt}}\right).
$$

Apply it, as a mean-field approximation, to electrons that move among fixed generators and are released outside all their capture radii. The probability of escaping capture up to $t$ is $e^{-nG(t)}$, with

$$
G(t)=\int_0^t k(t')\,dt'=4\pi DR\left(t+2R\sqrt{\frac{t}{\pi D}}\right).
$$

An electron not captured is lost at the rate $s$, so

$$
P=1-\int_0^\infty s\,e^{-st}e^{-nG(t)}\,dt .
$$

With a rough $R=0.5$ nm, the ratio of the two yields fixes the diffusion length $\sqrt{D/s}$ at 1.06 nm, and the limit becomes 2.76, which is 8% below 3. The value depends on the choices made: $R=0.3$ and $0.7$ nm give 2.86 and 2.68, and at $R=0.5$ nm it falls to 2.68 if electrons may also be released inside a capture radius and are then captured at once. The fitted length is only about twice $R$, so the early transient is not small.

For these parameters the result lies between the two earlier laws. The integral averages $e^{-nG}$ over exponentially distributed loss times. A $G$ proportional to $t$ restores equation (1), while a constant $G=V$ gives the fixed-volume law. The square-root term makes $G$ vary less strongly with $t$, which puts this case between them in form.

### Electrons sharing the same generators

The electrons of one photon stay near its point of absorption. Suppose that three electrons share a cloud of $60\ \mathrm{nm^3}$, a rough size, and that each capture makes one acid. The cloud holds on average 6 or 12 generators, and the other sinks have the weight $60h=6$. With $M$ generators present and $j$ already used, the next electron is captured with probability

$$
P_j=\frac{M-j}{M-j+6}.
$$

For $M=6$, the first electron has $P_0=1/2$, and after one capture the next has $P_1=5/11$. The number $M$ also varies from cloud to cloud. Since $M/(M+6)$ is concave in $M$, its average lies below its value at the mean, so fluctuations lower the yield as well.

Averaging over a Poisson distribution of $M$ gives yields of 1.37 and 1.92 instead of 1.5 and 2.0. Equation (3), applied to these, returns 3.21 although the model's limit is 3. The simple analysis then overstates the limit by 7%. This figure belongs to the chosen cloud and to exactly three electrons: clouds of 30 and $200\ \mathrm{nm^3}$ give 3.53 and 3.05, and a Poisson number of electrons with mean three gives 3.28 at $60\ \mathrm{nm^3}$.

## Relation to a real resist

The wavelength, absorption and sizes used here are rough values in the regime of an organic chemically amplified EUV resist; the two yields are given data, not measurements on a named material. A limit of 3 corresponds to 30.6 eV of photon energy per acid. Printing doses are roughly tens of $\mathrm{mJ/cm^2}$. At $30\ \mathrm{mJ/cm^2}$ the fixed generator density matters most among the assumptions relaxed here if spent generators capture no electrons: depletion then roughly doubles the inferred limit. If they capture as strongly as fresh ones, depletion raises it by only 14%, less than the 25% change between the two capture laws. The 89% conversion behind the doubling follows from the chosen parameters and is not an observed value. Depletion apart, the separate relaxations above change the limit, or the value inferred for it, by 3% to 25%. Independent errors of 5% in the yields give the limit a standard error of 18% to first order, but the spread is skewed upwards: for Gaussian errors the central 95% range is 2.2 to 4.6 under competitive capture and 1.9 to 3.0 under the fixed-volume law. With errors of this size, these two laws place the limit at roughly 2 to 4.5 acids per photon; the value 3 belongs to simple competitive capture. Two yields alone do not bound the limit from above in this way. If the electrons fall into two classes with different $h$, for example, the sum $1.5\,n/(n+0.05)+2.0\,n/(n+0.3)$ also gives 1.5 and 2.0 at the two densities, but its limit is 3.5, and a second class that is harder to capture can raise it further. The numerical output lists the main values.

## Values computed for the example and the checks

```
Generator densities: 0.1, 0.2 nm^-3
Given yields: 1.5, 2.0 acids/photon
Inverse yields: 0.6667, 0.5000 photons/acid
Slope of 1/Y against 1/n: 0.03333 photons/acid nm^-3
Intercept of 1/Y: 0.3333 photons/acid
Limiting yield: 3.0000 acids/photon
Half-limit density h: 0.1000 nm^-3
Capture probabilities: 0.5000, 0.6667 (no unit)
Random-race yields: 1.500, 1.999 acids/photon
Random-race yield at 1000 nm^-3: 2.9997 acids/photon
Log sensitivities to Y1, Y2: -2.000, 3.000 (no unit)
Assumed independent yield error: 5.0 %
Linear error of limit: 18.0 %
Limit, Y1 up and Y2 down: 2.394 acids/photon
Limit, Y1 down and Y2 up: 3.990 acids/photon
Fixed-volume law, volume: 10.986 nm^3
Fixed-volume law, limit: 2.2500 acids/photon
Third test density: 0.4 nm^-3
Third yield, competition: 2.400 acids/photon
Third yield, fixed volume: 2.222 acids/photon
Generator volume: 0.35 nm^3
Density of pure generator: 2.857 nm^-3
Simple-law yield there: 2.899 acids/photon
Limit with finite generator volume: 2.899 acids/photon
Wavelength: 13.5 nm
Photon energy: 91.84 eV
Photon energy per limiting acid: 30.61 eV
Absorption coefficient: 5.0 um^-1
Dose: 1 mJ/cm^2
  Absorbed photon density: 0.00340 nm^-3
  Generator used: 5.03, 3.38 %
  Average yields: 1.481, 1.989 acids/photon
  Limit wrongly inferred: 3.026 acids/photon
Dose: 30 mJ/cm^2
  Absorbed photon density: 0.10194 nm^-3
  Generator used: 88.61, 77.76 %
  Average yields: 0.869, 1.526 acids/photon
  Limit wrongly inferred: 6.229 acids/photon
Capture radius: 0.50 nm
Fitted diffusion length sqrt(D/s): 1.065 nm
Limit with diffusive capture: 2.758 acids/photon
Electron cloud volume: 60 nm^3
Mean generators in cloud: 6.0, 12.0
Yields, local competition: 1.367, 1.919 acids/photon
Limit inferred from these: 3.214 acids/photon
```
